# Equilibrium flux peaking for ions aligned with a circular crystal channel: verification in Python

```python
"""Flux peaking of aligned ions in an axial crystal channel.

Result under test: if every ion is spread microcanonically over its transverse
energy shell, the relative flux in a circular channel is F(r) = ln(R^2/r^2).
R: radius of the circle with the area of one channel; r: distance from centre.
Transverse energy = E*angle^2 + U, with E the ion energy, U the row potential.
Without mixing of directions a harmonic circular channel obeys another law,
F(r) = 2 sqrt(R^2-r^2)/(pi r); both laws are compared with simulated ions.
Example: boron along <110> silicon, universal ZBL screened potential.
Lengths are in nm and energies in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.ndimage import minimum_filter
from scipy.special import k0, k1

rng = np.random.default_rng(7)

# --- Momentum integral over a narrow energy shell in two dimensions (M = 1) ---
shell_width = 0.01
for kinetic in (0.2, 1.0, 3.0):
    def shell(p):
        z = (kinetic - p * p / 2) / shell_width
        return 2*np.pi*p*np.exp(-z*z/2) / (shell_width*np.sqrt(2*np.pi))
    weight = quad(shell, 0, 4, points=[np.sqrt(2*kinetic)], limit=200)[0]
    assert abs(weight / (2*np.pi) - 1) < 1e-6


# --- Simulated ions in a circular channel of unit radius ---
def simulated_fractions(quartic, turn, discs, ions=2000):
    """Time-averaged ion fraction within each disc; U = r^2 + quartic*r^4.

    turn is the rms random rotation of the velocity per step (speed is kept).
    """
    index = np.arange(ions)
    position = np.sqrt((index + 0.5) / ions) * np.exp(2.399963j * index)
    velocity = np.zeros(ions, complex)
    half_period = 74
    dt = np.pi / np.sqrt(2) / half_period
    burn, sample = 20 * half_period, 40 * half_period
    counts = np.zeros(len(discs))

    def force(pos):
        return -(2 + 4*quartic*(pos.real**2 + pos.imag**2)) * pos

    pull = force(position)
    for step in range(burn + sample):
        velocity += 0.5 * dt * pull
        position += dt * velocity
        pull = force(position)
        velocity += 0.5 * dt * pull
        if turn:
            velocity *= np.exp(1j * turn * rng.standard_normal(ions))
        if step >= burn:
            radius = np.abs(position)
            counts += [np.count_nonzero(radius < b) for b in discs]
    return counts / (ions * sample)


discs = np.array([0.1, 0.3, 0.6])
log_law = discs**2 * (1 - np.log(discs**2))
unmixed_law = np.array([quad(lambda r: 2*r * 2*np.sqrt(1-r*r)/(np.pi*r),
                             0, b)[0] for b in discs])
mixed_harmonic = simulated_fractions(0.0, 0.15, discs)
mixed_quartic = simulated_fractions(1.0, 0.15, discs)
unmixed = simulated_fractions(0.0, 0.0, discs)
# Tolerance: sampling noise of a few thousandths with 2000 ions.
assert np.max(np.abs(mixed_harmonic - log_law)) < 0.01
assert np.max(np.abs(mixed_quartic - log_law)) < 0.01
assert np.max(np.abs(unmixed - unmixed_law)) < 0.01
assert abs(quad(lambda r: 2*r*np.log(1/r**2), 0, 1)[0] - 1) < 1e-8
assert abs(quad(lambda r: 4*np.sqrt(1-r*r)/np.pi, 0, 1)[0] - 1) < 1e-8

# --- Blunted peak: direct sum over entry points, harmonic channel ---
entry = (np.arange(200000) + 0.5) / 200000
extra = 0.05
shell_area = np.minimum(1, entry + extra)
for s in (0.01, 0.3, 0.8):
    direct = np.mean((entry + extra >= s) / shell_area)
    assert abs(direct - (np.log(1/max(s, extra)) + extra)) < 1e-3

# --- Boron and silicon inputs ---
Z_ion, Z_atom = 5, 14
ion_mass_u = 11.009
energy = 20e3
lattice = 0.5431
vibration = 0.008            # rough rms displacement per axis, room temperature
depth = 100.0
e2 = const.e / (4*np.pi*const.epsilon_0) * 1e9
bohr = const.physical_constants["Bohr radius"][0] * 1e9
screening = 0.8854 * bohr / (Z_ion**0.23 + Z_atom**0.23)
row_spacing = lattice / np.sqrt(2)
cell_x, cell_y = lattice, lattice / np.sqrt(2)
channel_area = cell_x * cell_y / 2
R = np.sqrt(channel_area / np.pi)
zbl = [(0.18175, 3.19980), (0.50986, 0.94229),
       (0.28022, 0.40290), (0.028171, 0.20162)]

# --- Row potential and slope, tabulated against distance from the row ---
strength = 2 * Z_ion * Z_atom * e2 / row_spacing
rho = np.geomspace(1e-5, 2.5, 30000)
row_u = strength * sum(c * k0(b*rho/screening) for c, b in zbl)
row_slope = -strength * sum(c*b/screening * k1(b*rho/screening)
                            for c, b in zbl)


def atom_potential(s):
    return Z_ion*Z_atom*e2/s * sum(c*np.exp(-b*s/screening) for c, b in zbl)


for distance in (0.05, 0.1, 0.2):
    averaged = 2 / row_spacing * quad(
        lambda z: atom_potential(np.hypot(distance, z)), 0, 3,
        points=[0.1, 0.5], limit=300)[0]
    assert abs(averaged / np.interp(distance, rho, row_u) - 1) < 1e-5

# --- Potential of all nearby rows; the origin is a channel centre ---
nx, ny = 300, 212
hx, hy = cell_x / nx, cell_y / ny
X, Y = np.meshgrid(np.arange(nx)*hx, np.arange(ny)*hy, indexing="ij")
U = np.zeros((nx, ny))
gradient = np.zeros((nx, ny), complex)
for fx, fy in [(-0.625, 0), (-0.375, 0), (-0.125, 0.5), (0.125, 0.5)]:
    for ix in range(-2, 4):
        for iy in range(-2, 4):
            dx, dy = X - (fx+ix)*cell_x, Y - (fy+iy)*cell_y
            dist = np.hypot(dx, dy)
            U += np.interp(dist, rho, row_u)
            gradient += np.interp(dist, rho, row_slope) * (dx + 1j*dy) / dist
U_centre = U[0, 0]
assert U.min() > U_centre - 1e-3
minima = np.count_nonzero(U == minimum_filter(U, size=3, mode="wrap"))
assert minima == 2           # the rectangular cell holds two channels
curve_x = (gradient[1, 0] - gradient[-1, 0]).real / (2*hx)
curve_y = (gradient[0, 1] - gradient[0, -1]).imag / (2*hy)
assert curve_x > 0 and curve_y > 0
stiffness = (curve_x + curve_y) / 2
barrier = U[3*nx//4, ny//4] - U_centre

# --- Equilibrium flux from contour areas ---
sorted_u = np.sort(U.ravel())


def area_fraction(level):
    return np.searchsorted(sorted_u, level, side="right") / sorted_u.size


ranks = np.empty(U.size)
ranks[np.argsort(U.ravel())] = (np.arange(U.size) + 0.5) / U.size
contour_flux = -np.log(ranks).reshape(U.shape)


def central_flux(added_energy):
    return np.mean(1 / area_fraction(sorted_u + added_energy))


def centre_distance(x, y):
    found = []
    for cx, cy in ((0, 0), (cell_x/2, cell_y/2)):
        dx, dy = x - cx, y - cy
        found.append(np.hypot(dx - cell_x*np.round(dx/cell_x),
                              dy - cell_y*np.round(dy/cell_y)))
    return np.minimum(*found)


radii = np.array([0.02, 0.05, 0.10])
grid_distance = centre_distance(X, Y)
contour_mean = [contour_flux[grid_distance < b].mean() for b in radii]
circle_mean = 1 + np.log(R**2 / radii**2)


# --- Trajectories in the static silicon potential, no loss or scattering ---
def interpolate(field, pos):
    fx, fy = pos.real / hx, pos.imag / hy
    i, j = np.floor(fx).astype(int), np.floor(fy).astype(int)
    tx, ty = fx - i, fy - j
    i0, i1, j0, j1 = i % nx, (i+1) % nx, j % ny, (j+1) % ny
    return ((1-tx)*((1-ty)*field[i0, j0] + ty*field[i0, j1])
            + tx*((1-ty)*field[i1, j0] + ty*field[i1, j1]))


ex, ey = np.meshgrid((np.arange(60)+0.5)/60*cell_x,
                     (np.arange(66)+0.5)/66*cell_y, indexing="ij")
position = (ex + 1j*ey).ravel()
slope = np.zeros(position.size, complex)
start_energy = interpolate(U, position)
dz = 0.1
windows = [(80.0, 120.0), (300.0, 600.0)]
hits = np.zeros((2, len(radii)))
samples = np.zeros(2)
bend = -interpolate(gradient, position) / (2*energy)
for step in range(1, 6001):
    slope += 0.5 * dz * bend
    position += dz * slope
    bend = -interpolate(gradient, position) / (2*energy)
    slope += 0.5 * dz * bend
    if step % 4 == 0:
        for w, (low, high) in enumerate(windows):
            if low <= step*dz <= high:
                away = centre_distance(position.real, position.imag)
                hits[w] += [np.count_nonzero(away < b) for b in radii]
                samples[w] += position.size
trajectory_mean = hits / samples[:, None] / (np.pi*radii**2/channel_area)
end_energy = interpolate(U, position) + energy*np.abs(slope)**2
drift = np.median(np.abs(end_energy-start_energy)/(start_energy-U_centre))
assert drift < 0.05
assert 2 < trajectory_mean[1, 1] < 6

# --- Sizes of neglected effects ---
mass_kg = ion_mass_u * const.atomic_mass
speed = np.sqrt(2*energy*const.e/mass_kg) / (const.alpha*const.c)
stopping = (8*np.pi*e2*bohr*8/lattice**3 * Z_ion**(7/6)*Z_atom
            / (Z_ion**(2/3) + Z_atom**(2/3))**1.5 * speed)
energy_left = (np.sqrt(energy) - stopping*depth/(2*np.sqrt(energy)))**2
heating = const.m_e / mass_kg * stopping * depth
wavelength = 2*np.pi*np.sqrt(2*energy/stiffness)
zero_point = const.hbar*np.sqrt(stiffness*const.e*1e18/mass_kg)/const.e
tilts = [0.1, 0.5]
tilt_energy = [energy*np.radians(t)**2 for t in tilts]
nodes, weights = np.polynomial.hermite.hermgauss(16)
shift = np.sqrt(2) * vibration * nodes
near = 0.375 * lattice
smeared = np.sum(np.outer(weights, weights)/np.pi * np.interp(
    np.hypot(near + shift[:, None], shift[None, :]), rho, row_u))
thermal = smeared / np.interp(near, rho, row_u) - 1

print("Circular channel, R = 1: fraction of ions within radius b")
for n, b in enumerate(discs):
    print(f" b={b:.1f}: log law {log_law[n]:.4f}, mixed harmonic "
          f"{mixed_harmonic[n]:.4f}, mixed quartic {mixed_quartic[n]:.4f}")
    print(f"        unmixed law {unmixed_law[n]:.4f}, "
          f"unmixed simulation {unmixed[n]:.4f}")
print(f"Ion energy: {energy/1e3:.1f} keV; ion mass: {ion_mass_u:.3f} u")
print(f"Lattice constant: {lattice:.4f} nm")
print(f"Atom spacing along row: {row_spacing:.4f} nm")
print(f"Screening length: {screening:.5f} nm")
print(f"Area per channel: {channel_area:.5f} nm^2")
print(f"Equivalent radius R: {R:.4f} nm = {R/bohr:.3f} bohr")
print(f"Radius where log-law flux is 1: {R/np.sqrt(np.e):.4f} nm")
print(f"Distance from centre to nearest rows: {near:.4f} nm")
print(f"Potential minima per channel: {minima/2:.0f}")
print(f"Potential at centre: {U_centre:.3f} eV")
print(f"Barrier above centre: {barrier:.2f} eV")
print(f"Area fraction below barrier: {area_fraction(U_centre+barrier):.3f}")
print(f"Curvatures along x, y: {curve_x:.0f}, {curve_y:.0f} eV/nm^2")
print(f"Transverse oscillation wavelength: {wavelength:.1f} nm")
for n, b in enumerate(radii):
    print(f"r={b:.2f} nm: log-law local flux {np.log(R**2/b**2):.3f}")
    print(f" mean flux inside: log law {circle_mean[n]:.3f}, "
          f"contour areas {contour_mean[n]:.3f}")
    print(f" trajectories: 80-120 nm {trajectory_mean[0, n]:.2f}, "
          f"300-600 nm {trajectory_mean[1, n]:.2f}")
print(f"Median transverse-energy drift: {100*drift:.2f} %")
for t, added in zip(tilts, tilt_energy):
    print(f"Tilt {t:.1f} deg: adds {added:.3f} eV, "
          f"central flux {central_flux(added):.2f}")
print(f"Electronic stopping (random medium): {stopping:.1f} eV/nm")
print(f"Energy left at {depth:.0f} nm: {energy_left/1e3:.2f} keV")
print(f"Electron scattering to {depth:.0f} nm: adds {heating:.3f} eV, "
      f"central flux {central_flux(heating):.2f}")
both = heating + tilt_energy[1]
print(f"Scattering plus 0.5 deg tilt: adds {both:.3f} eV, "
      f"central flux {central_flux(both):.2f}")
print(f"Zero-point energy: {zero_point:.4f} eV, "
      f"central flux {central_flux(zero_point):.2f}")
print(f"Rough vibration amplitude per axis: {vibration:.3f} nm")
print(f"Thermal change of row potential at centre: {100*thermal:.2f} %")
print("verified")
```

Output:

```
Circular channel, R = 1: fraction of ions within radius b
 b=0.1: log law 0.0561, mixed harmonic 0.0562, mixed quartic 0.0563
        unmixed law 0.1271, unmixed simulation 0.1270
 b=0.3: log law 0.3067, mixed harmonic 0.3063, mixed quartic 0.3068
        unmixed law 0.3762, unmixed simulation 0.3762
 b=0.6: log law 0.7278, mixed harmonic 0.7276, mixed quartic 0.7285
        unmixed law 0.7152, unmixed simulation 0.7152
Ion energy: 20.0 keV; ion mass: 11.009 u
Lattice constant: 0.5431 nm
Atom spacing along row: 0.3840 nm
Screening length: 0.01427 nm
Area per channel: 0.10428 nm^2
Equivalent radius R: 0.1822 nm = 3.443 bohr
Radius where log-law flux is 1: 0.1105 nm
Distance from centre to nearest rows: 0.2037 nm
Potential minima per channel: 1
Potential at centre: 5.255 eV
Barrier above centre: 8.77 eV
Area fraction below barrier: 0.410
Curvatures along x, y: 713, 1205 eV/nm^2
Transverse oscillation wavelength: 40.6 nm
r=0.02 nm: log-law local flux 4.419
 mean flux inside: log law 5.419, contour areas 5.410
 trajectories: 80-120 nm 6.33, 300-600 nm 6.45
r=0.05 nm: log-law local flux 2.586
 mean flux inside: log law 3.586, contour areas 3.573
 trajectories: 80-120 nm 3.74, 300-600 nm 3.75
r=0.10 nm: log-law local flux 1.200
 mean flux inside: log law 2.200, contour areas 2.175
 trajectories: 80-120 nm 2.19, 300-600 nm 2.19
Median transverse-energy drift: 0.03 %
Tilt 0.1 deg: adds 0.061 eV, central flux 5.58
Tilt 0.5 deg: adds 1.523 eV, central flux 2.70
Electronic stopping (random medium): 91.8 eV/nm
Energy left at 100 nm: 11.87 keV
Electron scattering to 100 nm: adds 0.458 eV, central flux 3.70
Scattering plus 0.5 deg tilt: adds 1.981 eV, central flux 2.50
Zero-point energy: 0.0604 eV, central flux 5.58
Rough vibration amplitude per axis: 0.008 nm
Thermal change of row potential at centre: 1.20 %
verified
```
